# How many layers until a band edge is bulk-like within kT?

**Question.** A layered semiconductor is thinned to \(N\) layers, and a band edge moves away from its bulk position because the carrier is confined across the film. If neighbouring layers are coupled by a hopping energy \(t\), at what \(N\) does this shift fall below the thermal energy \(kT\)? How does that number scale, and how far can it be trusted for a real channel?

**Answer.** The hopping part of the problem can be solved in closed form. Several effects it omits can then be sized one by one.

## The shift of the edge

Take one orbital per layer at the in-plane wavevector of the band edge, with equal site energies, set to zero. Let \(c_n\) be the amplitude on layer \(n\). With coupling \(-t\), \(t>0\), between neighbours,

\[
-t\,(c_{n-1}+c_{n+1})=E\,c_n ,\qquad c_0=c_{N+1}=0 .
\]

The end conditions state that there is no layer beyond either surface. The sign of \(t\) is immaterial: reversing the sign of every second orbital reverses the sign of the hopping and leaves the energies unchanged. Energies are counted into the band, upward for electrons and downward for holes.

Try \(c_n=\sin n\theta\), which vanishes at \(n=0\). Since \(\sin(n-1)\theta+\sin(n+1)\theta=2\cos\theta\,\sin n\theta\), the energy is \(E=-2t\cos\theta\). The other end requires \(\sin(N+1)\theta=0\), so

\[
\theta_j=\frac{j\pi}{N+1},\qquad E_j=-2t\cos\theta_j,\qquad j=1,\dots,N .
\]

These are \(N\) different energies, hence the whole spectrum. In the bulk \(\theta\) is continuous and the edge lies at \(-2t\). The confinement shift is therefore

\[
\Delta_N=E_1+2t=2t\left[1-\cos\frac{\pi}{N+1}\right]=4t\sin^2\frac{\pi}{2(N+1)} .
\]

A monolayer has \(\Delta_1=2t\). For many layers the sine may be replaced by its argument, and \(\Delta_N\approx\pi^2t/(N+1)^2\). This is the energy of a particle in a box of width \((N+1)d\), where \(d\) is the layer spacing. The width is not \(Nd\), because the wave vanishes one spacing beyond each outermost layer plane.

## The threshold

The condition \(\Delta_N<kT\) reads \(\sin[\pi/(2(N+1))]<\sqrt{kT/4t}\). For \(kT\le4t\) the arcsine exists and is increasing, so the condition becomes

\[
N+1>x^*,\qquad x^*=\frac{\pi}{2\arcsin\sqrt{kT/4t}} .
\]

The smallest integer strictly greater than \(x^*-1\) is the integer part of \(x^*\):

\[
N^*=\lfloor x^*\rfloor .
\]

For \(kT>4t\) a monolayer already satisfies the condition. In the usual case \(kT\ll t\), put \(s=\sqrt{kT/4t}\) and use \(\arcsin s\approx s(1+s^2/6)\):

\[
x^*\approx\frac{\pi}{2s}\left(1-\frac{s^2}{6}\right)=\pi\sqrt{\frac{t}{kT}}\left(1-\frac{kT}{24t}\right).
\]

The layer number thus grows as \(\sqrt{t/T}\): a fourfold change in either quantity changes it by about a factor of two. In terms of the out-of-plane mass \(m_z=\hbar^2/(2td^2)\), which follows from \(2t(1-\cos k_zd)\approx td^2k_z^2\), the required width is

\[
(N+1)d\approx\frac{\pi\hbar}{\sqrt{2m_zkT}} .
\]

It is a thermal wavelength, up to a numerical factor.

## Numbers for a strongly coupled film

Take rough values in the regime of few-layer black phosphorus: \(t=0.4\) eV for one edge, \(d=0.53\) nm and \(T=300\) K. Then \(kT=25.85\) meV and \(t/kT=15.47\), so the simple estimate is

\[
\pi\sqrt{15.47}=12.36 .
\]

The full expression gives \(x^*=12.32\), hence \(N^*=12\) layers, or 6.4 nm. The shifts around the threshold are:

| \(N\) | \(\Delta_N\) (meV) | \(\pi^2t/(N+1)^2\) (meV) |
|---|---|---|
| 1 | 800 | 987 |
| 3 | 234 | 247 |
| 11 | 27.3 | 27.4 |
| 12 | 23.2 | 23.4 |

The large-\(N\) form is 23% too high for a monolayer but within 1% at the threshold. Taking the box width as \(Nd\) would have given 13 layers.

With \(t\) fixed, the threshold is 24 layers at 77 K and 10 at 400 K. At 300 K, \(t=0.3\) eV gives 10 layers and \(t=0.5\) eV gives 13. An uncertainty of 25% in \(t\) therefore matters by one or two layers.

If the question concerns the gap, the shifts of both edges add. With equal hopping at the two edges the condition is \(2\Delta_N<kT\). Because \(\Delta_N\) is proportional to \(t\), this is the original condition with \(t\) replaced by \(2t\), and the threshold becomes 17 layers.

## A shift below kT does not make the film bulk-like

The second subband lies about \(3\Delta_N\) above the first, since box energies go as \(j^2\). At 12 layers the spacing is 68 meV, still well above \(kT\).

To see the consequence, compare the carrier density per layer with that of the bulk at the same Fermi level, measured from the bulk edge. Assume Boltzmann filling and the same in-plane masses in all subbands. Each subband then contributes in proportion to \(g(\theta_j)\), where

\[
g(\theta)=e^{-x(1-\cos\theta)},\qquad x=\frac{2t}{kT}.
\]

The bulk value per layer is the average of \(g\) over the circle, \(b=e^{-x}I_0(x)\), with \(I_0\) the modified Bessel function. For the film, consider \(2(N+1)\) equally spaced angles around the circle. The angles \(0\) and \(\pi\) occur once, and each \(\theta_j\) occurs twice, as \(\pm\theta_j\). Replacing the sum over this grid by \(2(N+1)b\) gives

\[
2\sum_{j=1}^{N}g(\theta_j)+1+e^{-2x}\approx2(N+1)b .
\]

The replacement is good when the grid resolves the peak of \(g\), as it does at the threshold. Dropping the tiny \(e^{-2x}\), the density ratio is

\[
\frac{1}{Nb}\sum_{j=1}^{N} g(\theta_j)\approx1-\frac{1}{N}\left(\frac{1}{2b}-1\right).
\]

Here \(x=30.9\) and \(b\approx0.072\), so the bracket is about 5.9 and the ratio at 12 layers is 0.50. The film holds half the bulk density per layer, and 93% of its carriers sit in the lowest subband. The deficit falls only as \(1/N\); bringing it down to 10% takes about \(5.9/0.1\approx60\) layers. The criterion \(\Delta_N<kT\) thus marks where the shift becomes thermally small, not where quantization disappears.

## Surface layers with a different site energy

Suppose each outermost layer has an additional site energy \(u\). Its equation is \(uc_1-tc_2=Ec_1\). The interior equation continued to \(n=1\) would be \(-t(c_0+c_2)=Ec_1\). Subtracting gives \(c_0=-(u/t)c_1\), where \(c_0\) is the continued wave, no longer zero. Near the face a long wave is linear, \(c_n\propto n-n_0\), so

\[
-n_0=-\frac{u}{t}(1-n_0)\quad\Longrightarrow\quad n_0=\frac{u}{t+u}.
\]

Both nodes move inward by \(n_0\), and \(N+1\) is replaced by \(N+1-2u/(t+u)\). This needs \(u>-t\), since below that value a state bound to the surface splits off. It also needs \(|n_0|\) to be small compared with \(N\), so it loses accuracy as \(u\) approaches \(-t\). For \(u=+0.1\) eV the width shrinks by 0.4 spacings and the threshold stays at 12 layers. For \(u=-0.1\) eV it grows by 0.67 spacings and the threshold drops to 11. For offsets of this size the correction is minor; a negative offset closer to \(-t\) can lower the threshold by several layers.

## Image charges

A carrier in a thin film also polarizes the surfaces. Let the film have permittivity \(\varepsilon\) and its surroundings \(\varepsilon_o\). For a charge \(q\) near one face, describe the inside potential by \(q\) and an image \(q'\), and the outside potential by a charge \(q''\), all divided by \(\varepsilon\). Continuity of the potential gives \(q+q'=q''\), and continuity of the normal displacement gives \(q-q'=(\varepsilon_o/\varepsilon)q''\). Hence

\[
\frac{q'}{q}=p=\frac{\varepsilon-\varepsilon_o}{\varepsilon+\varepsilon_o}.
\]

With two faces the images repeat. For a carrier at the midplane of a film of thickness \(L=Nd\), images of charge \(p^me\) lie at distances \(mL\) on both sides. The self-energy is half the charge times the image potential:

\[
W_0=\frac12\,\frac{e^2}{4\pi\varepsilon_0\varepsilon}\;2\sum_{m\ge1}\frac{p^m}{mL}
=\frac{e^2}{4\pi\varepsilon_0\varepsilon L}\ln\frac{\varepsilon+\varepsilon_o}{2\varepsilon_o},
\]

because the sum of \(p^m/m\) is \(-\ln(1-p)\) and \(1-p=2\varepsilon_o/(\varepsilon+\varepsilon_o)\). For \(\varepsilon>\varepsilon_o\) this energy is positive for electrons and holes alike, so it pushes both edges away from the gap, as confinement does. It falls as \(1/N\), whereas \(\Delta_N\) falls as \(1/N^2\).

Take \(\varepsilon=10\), treated as isotropic. With \(e^2/4\pi\varepsilon_0=1.44\) eV nm and \(L=6.36\) nm, the prefactor is 22.6 meV. A free film, \(\varepsilon_o=1\), has \(W_0=22.6\times\ln5.5=38.6\) meV, more than the confinement shift itself. Between media with \(\varepsilon_o=4\), \(W_0=12.7\) meV.

Away from the midplane the carrier is nearer to a face, and for \(\varepsilon>\varepsilon_o\) the image energy is larger. At height \(z\) above the midplane the images sit at \(mL+(-1)^mz\), with \(m\) any nonzero integer and charge \(p^{|m|}e\). I placed the faces half a spacing outside the outer layer planes, added the resulting energy to each site, and diagonalized the chain numerically:

| Surroundings | Total shift at 12 layers | Layers for total below \(kT\) |
|---|---|---|
| \(\varepsilon_o=1\) | 67 meV | 26 |
| \(\varepsilon_o=4\) | 39 meV | 16 |

These entries depend on the modelling choices. Placing the faces anywhere from a quarter to a full spacing outside the outer planes moves the totals over 71 to 62 meV and 40.5 to 36.8 meV, and the layer counts by at most one. An anisotropic permittivity of 11.3 in-plane and 8.3 across the film gives 24 and 15 layers. For the energy needed to add a single carrier, the hopping-only answer is too low in both cases of the table. The discrepancy worsens on cooling. At 77 K the hopping threshold is 24 layers, where the free film still has \(W_0\approx19\) meV against \(kT\approx6.6\) meV. An optical threshold also involves the attraction between electron and hole, which is not treated here.

## Gate field and degeneracy

A gate field \(F\) can confine the carrier even in a thick film. For long waves \(-t(c_{n+1}+c_{n-1}-2c_n)\) becomes \(-td^2\psi''\). With \(\epsilon\) the energy above the bulk edge at \(z=0\),

\[
-td^2\psi''+eFz\,\psi=\epsilon\,\psi,\qquad\psi(0)=0 .
\]

Measuring \(z\) in units of \(\ell=(td^2/eF)^{1/3}\) turns this into the Airy equation. The decaying solution is \(\mathrm{Ai}(z/\ell-\epsilon/eF\ell)\), and its first zero, at \(-a_1=-2.338\), must fall at \(z=0\). Therefore

\[
\epsilon=a_1eF\ell=a_1(td^2)^{1/3}(eF)^{2/3}.
\]

Setting \(\epsilon=kT\) gives

\[
eF=\frac{(kT/a_1)^{3/2}}{d\sqrt t},
\]

which is 0.035 MV/cm here. If the field ends on the carriers of the film, this corresponds to a sheet density \(\varepsilon_0\varepsilon F/e=1.9\times10^{11}\) cm\(^{-2}\). The carriers then weaken the field with depth, so this density is a slight underestimate: with the field solved self-consistently in a 100-layer film, \(\epsilon\) is 24 meV at that density and reaches \(kT\) about 10% higher. For a one-band chain of 300 layers in a uniform field of 1 MV/cm, numerical diagonalization gives \(\epsilon=241\) meV, measured from the bulk edge at \(z=0\), one spacing outside the first layer. This is a formal limit: in a real narrow-gap film of that thickness the field would not stay uniform, and screening and interband tunnelling would matter. Within the model, adding layers does not bring \(\epsilon\) below \(kT\) at such a field.

Degeneracy enters at higher density. An in-plane mass \(m_d=\sqrt{m_xm_y}\) gives each spin-degenerate subband a density of states \(m_d/\pi\hbar^2\). Integrating this over the Fermi function yields

\[
n=\frac{m_dkT}{\pi\hbar^2}\sum_j\ln\!\left[1+e^{(E_F-E_j)/kT}\right].
\]

For rough masses of 0.15 and 1.0 electron masses, \(m_d=0.39\) electron masses. The Fermi level \(E_F\) reaches the lowest subband of the 12-layer film at \(n=3.2\times10^{12}\) cm\(^{-2}\), with the flat-film levels held fixed. Boltzmann filling overestimates the density by 41% there, and already by 10% at \(9\times10^{11}\) cm\(^{-2}\). Well above it, the Fermi energy measured from the lowest subband replaces \(kT\) as the natural energy scale.

## What this means for a real channel

Black phosphorus suits the model because its band edge stays near the zone centre in-plane as layers are added. Its gap falls by very roughly 1.5 eV from monolayer to bulk; the model, with 0.4 eV at each edge, gives \(2\times800\) meV \(=1.6\) eV. That measured change may itself contain image-charge and excitonic parts, so it does not fix \(t\) precisely. Near the threshold, moreover, the shift depends on the curvature of the bulk band at its edge. If the band is not a simple cosine, a \(t\) fitted to the monolayer can mislead, and the out-of-plane mass is the better input. Here \(t=0.4\) eV implies \(m_z=0.34\) electron masses; a mass of 0.13 would give 19 layers instead of 12. The hopping formula also assumes flat bands and no dielectric contrast between the film and its surroundings. With the parameters above, image charges alone move the answer from 12 layers to 16 between media of permittivity 4 and to about 26 for a free film. Surroundings more polarizable than the film reverse the sign of the image energy; a permittivity of 25 lowers the answer to 9 layers. In the uniform-field model a gate field of 1 MV/cm removes the thickness threshold altogether. Where the band edge changes valley with thickness, as the valence edge of MoS\(_2\) does between one and two layers, \(\Delta_N\) does not follow one chain across the change, and \(t\) cannot be fitted to the monolayer. If the change occurs below the threshold, the threshold still follows from the \(t\) of the valley that holds the bulk edge.

For an ungated film, \(\pi\sqrt{t/kT}-1\), rounded up, is therefore a sound estimate of the hopping-only threshold when \(kT\ll t\). It also estimates the threshold for the full single-carrier shift if the image energy at that thickness is small compared with \(kT\).

Numbers in the example were calculated in double precision.
